# Spin-orbit constant of an open shell outside a frozen closed-shell core, part 2

An atom has nuclear charge \(Z\), a frozen core of closed shells, and electrons in one open shell \(a=(n,l)\). We seek the first-order spin-orbit constant of that shell. Atomic units are used, with \(c=1/\alpha\), \(\mathbf p=-i\nabla\) and \(\mathbf l=\mathbf r\times\mathbf p\). Orbitals are \(\phi=R(r)Y_{lm}\), with real \(R\) and \(P=rR\), the same for both spins. Also \(\lambda_a=l(l+1)\), \(\lambda_c=l_c(l_c+1)\), \(\lambda_k=k(k+1)\), and \(\langle r^{-3}\rangle=\int P_a^2r^{-3}dr\). "The program" is the accompanying numerical check.

The operator \(\mathbf g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\) is Hermitian. In \(\langle pr|O|qs\rangle\), electron 1 goes from \(q\) to \(p\) and electron 2 from \(s\) to \(r\). Then

\[
\langle pr|\mathbf g|qs\rangle=\frac{\alpha^2}{2}\int\phi_p^*\,\nabla U_{rs}\times\mathbf p\,\phi_q\,d^3r,\qquad
U_{rs}(\mathbf r_1)=\int\frac{\phi_r^*(2)\phi_s(2)}{r_{12}}\,d^3r_2. \tag{1}
\]

For a spherical \(U(r)\),

\[
\frac{\alpha^2}{2}\nabla U\times\mathbf p=\frac{\alpha^2}{2}\,\frac{U'}{r}\,\mathbf l. \tag{3}
\]

With \(U=-Z/r\) this is the nuclear term. The symmetric pair operator is

\[
h(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1). \tag{4}
\]

Let \(A,B\) be valence and \(I\) core spin orbitals, and \(\langle PQ\|RS\rangle=\langle PQ|h|RS\rangle-\langle PQ|h|SR\rangle\). The core-valence interaction is

\[
H_{cv}=\sum_{AB}F_{AB}\,a_A^\dagger a_B,\qquad F_{AB}=\sum_I\big[\langle AI|h|BI\rangle-\langle AI|h|IB\rangle\big]. \tag{5}
\]

Summing over core spins, with \(c\) running over spatial core orbitals, gives

\[
F=\mathbf s\cdot\mathbf T,\qquad
\mathbf T_{ab}=\sum_c\big[2\langle ac|\mathbf g|bc\rangle-3\langle ac|\mathbf g|cb\rangle-3\langle ca|\mathbf g|bc\rangle\big], \tag{6}
\]

The first term is direct, the other two exchange.

Part (d), solved next, asks: use rotation and inversion symmetry to find which shells \(F\) connects and what operator it is within shell \(a\); give a trace formula for the constant that appears, and relate the two exchange terms of (6).

**Solution.** Let \(\mathcal R\) be a rotation acting on space and spin together, or the inversion. The operator \(h\) is a scalar product of two axial vectors built from \(\mathbf r_{12}\), \(\mathbf p\) and \(\mathbf s\), so it is unchanged when \(\mathcal R\) acts on both electrons: \(\langle \mathcal RA,\mathcal RI\|\mathcal RB,\mathcal RI\rangle=\langle AI\|BI\rangle\). The functions \(\mathcal RI\) are a unitary mixture of the core spin orbitals, because the shells are closed, and the sum \(\sum_I|I\rangle\langle I|\) is unchanged by such a mixture. Hence \(F_{\mathcal RA,\mathcal RB}=F_{AB}\): the one-electron operator \(F\) commutes with \(\mathbf j=\mathbf l+\mathbf s\) and with parity. The argument holds for \(A\) and \(B\) in any shells.

Commutation with \(\mathbf j^2\) and \(j_z\) makes \(F\) diagonal in \(j\) and \(m_j\). Commutation with \(j_\pm\) makes its elements independent of \(m_j\). A given \(j\) arises from \(l=j-\tfrac12\) or \(l=j+\tfrac12\), and these have opposite parity, so \(F\) connects only equal \(l\). Between two shells of the same \(l\) it is fixed by two numbers, \(f_+\) for \(j=l+\tfrac12\) (multiplicity \(2l+2\)) and \(f_-\) for \(j=l-\tfrac12\) (multiplicity \(2l\)). By (6), \(F\) is linear in \(\mathbf s\), so its trace over spin and \(m\) vanishes:

\[
(2l+2)f_++2l\,f_-=0 .
\]

The eigenvalues of \(\mathbf l\cdot\mathbf s=\tfrac12(\mathbf j^2-\mathbf l^2-\mathbf s^2)\) are \(l/2\) and \(-(l+1)/2\), which satisfy the same relation. Defining \(\zeta\) by \(f_+=\zeta l/2\) gives \(f_-=-\zeta(l+1)/2\), that is

\[
F=\zeta\,\mathbf l\cdot\mathbf s .
\]

For \(l=0\) only \(f_+\) exists and the trace condition makes it zero. Multiplying \(\mathbf s\cdot\mathbf T=\zeta\,\mathbf s\cdot\mathbf l\) by \(s_i\) and using \(\mathrm{Tr}_{\rm spin}(s_is_j)=\tfrac12\delta_{ij}\) gives \(\mathbf T=\zeta\,\mathbf l\). Multiplying by \(\mathbf l\) and tracing over the \(2l+1\) values of \(m\),

\[
\zeta\,\lambda_a(2l+1)=\mathrm{Tr}(T_i\,l_i). \tag{7}
\]

By (5), the core-valence interaction is then \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\) over the valence electrons, the same operator as the nuclear term. The argument applies to each closed shell separately, so \(\zeta\) is a sum over core shells.

Define \(\mathbf K_{ab}=\sum_c\langle ac|\mathbf g|cb\rangle\). Since \(\mathbf g\) is Hermitian, \(\langle ca|\mathbf g|bc\rangle=\langle bc|\mathbf g|ca\rangle^*=(\mathbf K_{ba})^*\), so the last term of (6) is \(-3\mathbf K^\dagger\). Also \(\mathrm{Tr}(K_i^\dagger l_i)=[\mathrm{Tr}(l_iK_i)]^*\), and

\[
\zeta_{\rm ex}\,\lambda_a(2l+1)=-6\,\mathrm{Re}\,\mathrm{Tr}(K_i\,l_i). \tag{8}
\]

\(F\) also has elements \(\zeta_{nn'}\mathbf l\cdot\mathbf s\) between shells \(nl\) and \(n'l\). They do not affect first-order energies of a frozen configuration, but they matter in part (j). The program tests on model shells that all blocks between different \(l\) vanish, that s blocks vanish, and that exchange blocks between different shells of equal \(l\) are nonzero multiples of \(\mathbf l\).

## (e) The direct term

**Problem.** Evaluate the direct contribution \(\zeta_{\rm d}\), write it with the radial integral

\[
M^0(a,c)=\frac{\alpha^2}{4}\iint_{r_1>r_2}P_a^2(r_1)P_c^2(r_2)\,\frac{1}{r_1^3}\,dr_1dr_2,
\]

and bound it.

**Solution.** By (1), the first term of (6) is \(\tfrac{\alpha^2}2\nabla U\times\mathbf p\) with \(U=2\sum_cU_{cc}\), the Hartree potential of the core. Unsöld's theorem, \(\sum_\mu|Y_{l_c\mu}|^2=(2l_c+1)/4\pi\), makes the density of each closed shell spherical. With occupations \(q_c=4l_c+2\), the radial density is \(D(r)=\sum_cq_cP_c^2(r)\), the sum now running over shells. Only the monopole \(1/r_>\) of \(1/r_{12}\) survives the angular integration, so

\[
U(r)=\frac1r\int_0^rD\,dr'+\int_r^\infty\frac{D}{r'}\,dr',\qquad
U'(r)=-\frac{Q(r)}{r^2}+\frac{D}{r}-\frac{D}{r}=-\frac{Q(r)}{r^2},
\]

where \(Q(r)=\int_0^rD\,dr'\) is the number of core electrons inside radius \(r\). Equation (3) gives

\[
\zeta_{\rm d}=-\frac{\alpha^2}{2}\int\frac{P_a^2(r)\,Q(r)}{r^3}\,dr=-\sum_c2(4l_c+2)\,M^0(a,c). \tag{9}
\]

The factor 2 converts the \(\alpha^2/4\) in \(M^0\) into \(\alpha^2/2\).

Nuclear and direct terms together are \(\tfrac{\alpha^2}2\langle[Z-Q(r)]/r^3\rangle\), a local operator of the form \(\tfrac{\alpha^2}{2}r^{-1}dU_{\rm tot}/dr\) with the electrostatic potential energy of nucleus and core. The direct screening charge

\[
S_{\rm d}=\frac{-\zeta_{\rm d}}{\tfrac{\alpha^2}2\langle r^{-3}\rangle}=\frac{\int P_a^2\,r^{-3}\,Q\,dr}{\int P_a^2\,r^{-3}\,dr}
\]

is the mean of \(Q(r)\) with the non-negative weight \(P_a^2/r^3\). As \(Q\) rises from 0 to the number \(N_c\) of core electrons, \(0<S_{\rm d}<N_c\). The upper limit is approached when the weight lies outside the core, the lower one when it lies inside the innermost shell. The decreasing factor \(r^{-3}\) shifts this weight to smaller radii than those favoured by the probability density \(P_a^2\). The screening relevant to fine structure is therefore a different quantity from the screening that sets the size of the orbital.

## (f) The exchange term: angular integration

**Problem.** For one closed shell \(c\), expand \(1/r_{12}\) in multipoles and reduce \(\mathrm{Tr}(K_il_i)\) to angular coefficients times one-dimensional integrals.

**Solution.** Let \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\), so that \(1/r_{12}=\sum_{kq}(r_<^k/r_>^{k+1})\,C^k_q(1)\,C^{k*}_q(2)\). Write \(|m\rangle=Y_{lm}\) for the angular functions of shell \(a\) and \(|\mu\rangle=Y_{l_c\mu}\) for those of shell \(c\). For \(b=(a,m')\) the potential in (1) is

\[
U_{c\mu,\,am'}(\mathbf r)=\sum_{kq}y_k(r)\,C^k_q(\hat{\mathbf r})\,\langle\mu|C^{k*}_q|m'\rangle,\qquad
y_k(r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\,\rho(r')\,dr',\quad\rho=P_aP_c .
\]

The gradient splits as \(\nabla=\hat{\mathbf r}\,\partial_r+r^{-1}\nabla_\Omega\), with \(\nabla_\Omega\) tangent to the sphere, and \(\mathbf l=-i\,\mathbf r\times\nabla=-i\,\hat{\mathbf r}\times\nabla_\Omega\), so \(\hat{\mathbf r}\times\nabla_\Omega=i\,\mathbf l\). Abbreviate \(y=y_k\), \(C=C^k_q\), \(Y=Y_{l_c\mu}\). Then

\[
\nabla(yC)\times\nabla(R_cY)=\frac{y'R_c}{r}\,C\;\hat{\mathbf r}\times\nabla_\Omega Y+\frac{yR_c'}{r}\,Y\;\nabla_\Omega C\times\hat{\mathbf r}+\frac{yR_c}{r^2}\,\nabla_\Omega C\times\nabla_\Omega Y,
\]

the term \(\hat{\mathbf r}\times\hat{\mathbf r}\) being zero. Insert \(\hat{\mathbf r}\times\nabla_\Omega Y=i\,\mathbf lY\) and \(\nabla_\Omega C\times\hat{\mathbf r}=-i\,\mathbf lC\), and multiply by the \(-i\) from \(\mathbf p\):

\[
\nabla(yC)\times\mathbf p\,(R_cY)=\frac{y'R_c}{r}\,C\,(\mathbf lY)-\frac{yR_c'}{r}\,Y\,(\mathbf lC)-\frac{i\,yR_c}{r^2}\,\nabla_\Omega C\times\nabla_\Omega Y. \tag{10}
\]

Let \(\mathbf X\) denote the angular vector function in any one of the three terms. Its contribution to the trace has the angular factor

\[
\sum_{mm'\mu q}\langle m|X_i\rangle\langle\mu|C^{k*}_q|m'\rangle\langle m'|l_i|m\rangle=\sum_{m'\mu q}\langle m'|\,l_iX_i\rangle\,\langle\mu|C^{k*}_q|m'\rangle .
\]

The sum over \(m\) could be removed because \(\langle m'|l_i\) lies entirely in the space of angular momentum \(l\), where \(\sum_m|m\rangle\langle m|\) is the identity. The task is to find \(l_iX_i\) for each term.

*Third term.* The cross product of two tangent vectors is radial, \(\mathbf X=\hat{\mathbf r}f\). By the product rule \(l_i(\hat r_if)=(l_i\hat r_i)f+\hat r_i\,l_if\). The second piece is zero since \(\hat{\mathbf r}\cdot(\hat{\mathbf r}\times\nabla_\Omega)=0\). The first is zero since \(l_ix_i=-i\epsilon_{ijk}x_j\delta_{ki}=0\) and \(\mathbf l\) does not act on \(r\). The third term does not contribute.

*First term.* Regard \(C\) as a multiplication operator. The product rule gives \([l_i,f]=(l_if)\) for any function \(f\), so \([l_i,[l_i,C]]=(\mathbf l^2C)=\lambda_kC\). Expanding the double commutator as operators,

\[
\mathbf l^2C-2\,l_iCl_i+C\,\mathbf l^2=\lambda_kC\quad\Rightarrow\quad l_iCl_i=\tfrac12\big(\mathbf l^2C+C\,\mathbf l^2-\lambda_kC\big).
\]

Between \(\langle m'|\) and \(|\mu\rangle\), \(\mathbf l^2\) on the left gives \(\lambda_a\) and on the right \(\lambda_c\), so \(\langle m'|l_iCl_i|\mu\rangle=\tfrac12(\lambda_a+\lambda_c-\lambda_k)\langle m'|C|\mu\rangle\).

*Second term.* Here \(X_i=(l_iC)Y=[l_i,C]Y\), and \(l_i[l_i,C]=\mathbf l^2C-l_iCl_i=\tfrac12(\mathbf l^2C-C\,\mathbf l^2+\lambda_kC)\). The matrix element is \(\tfrac12(\lambda_a+\lambda_k-\lambda_c)\langle m'|C|\mu\rangle\).

Both factors multiply \(\mathcal N_k=\sum_{m'\mu q}|\langle m'|C^k_q|\mu\rangle|^2\). Written as a double integral over two directions with angle \(\gamma\) between them, each sum is done by the addition theorem, which gives \((2l+1)P_l(\cos\gamma)/4\pi\), \((2l_c+1)P_{l_c}(\cos\gamma)/4\pi\) and \(P_k(\cos\gamma)\), where \(P_l(x)\) are Legendre polynomials. Since \(\iint d\Omega_1d\Omega_2=4\pi\cdot2\pi\int dx\) for a function of \(x=\cos\gamma\),

\[
\mathcal N_k=(2l+1)(2l_c+1)\,w_k,\qquad w_k=\tfrac12\int_{-1}^1P_l(x)P_k(x)P_{l_c}(x)\,dx .
\]

The number \(w_k\) is the square of the 3j symbol \(\begin{pmatrix}l&k&l_c\\0&0&0\end{pmatrix}\), but the integral suffices to compute it. It vanishes for odd \(l+k+l_c\), where the integrand is odd, and whenever one index exceeds the sum of the other two, by orthogonality to polynomials of lower degree. So \(k=|l-l_c|,|l-l_c|+2,\dots,l+l_c\).

The radial factors of (10) are integrated against \(R_a\,r^2dr\). The result is real:

\[
\mathrm{Tr}(K_il_i)=\frac{\alpha^2}{4}\sum_k\mathcal N_k\Big\{(\lambda_a+\lambda_c-\lambda_k)\int R_aR_c\,y_k'\,r\,dr-(\lambda_a+\lambda_k-\lambda_c)\int R_aR_c'\,y_k\,r\,dr\Big\}, \tag{11}
\]

where \(\alpha^2/4\) is \(\alpha^2/2\) from \(\mathbf g\) times \(\tfrac12\) from the angular factors. The program tests both angular traces and the vanishing of the third term on a sphere grid for seven triples \((l,l_c,k)\), after confirming that the third term itself is nonzero whenever \(l_c>0\).

## (g) The exchange term: radial integrals and the full constant

**Problem.** Express (11) through

\[
N^k=\frac{\alpha^2}{4}\iint_{r_1>r_2}\rho(r_1)\rho(r_2)\frac{r_2^k}{r_1^{k+3}}\,dr_1dr_2,\qquad
V^{k-1}=\frac{\alpha^2}{4}\int R_aR_c'\,y_k\,r\,dr,
\]

assemble the constant \(\zeta_c\), and specialise to s and p core shells. Decide whether exchange has a fixed sign.

**Solution.** Write \(y_k=r^{-k-1}\int_0^rr'^k\rho\,dr'+r^k\int_r^\infty r'^{-k-1}\rho\,dr'\). The derivatives of the two limits give \(+\rho/r\) and \(-\rho/r\) and cancel, leaving

\[
y_k'=-(k+1)\,r^{-k-2}\int_0^rr'^k\rho\,dr'+k\,r^{k-1}\int_r^\infty r'^{-k-1}\rho\,dr' .
\]

Since \(R_aR_c\,r=\rho/r\), the first piece has kernel \(r_2^k/r_1^{k+3}\) on \(r_1>r_2\), which is \(N^k\). The second has kernel \(r_1^{k-2}/r_2^{k+1}\) on \(r_1<r_2\). Both electrons carry the same \(\rho\), so the labels may be swapped, and the kernel becomes \(r_2^{k-2}/r_1^{(k-2)+3}\) on \(r_1>r_2\), which is \(N^{k-2}\). Thus

\[
\frac{\alpha^2}{4}\int R_aR_c\,y_k'\,r\,dr=k\,N^{k-2}-(k+1)\,N^k. \tag{12}
\]

Inserting (11) and (12) in (8), the factor \(2l+1\) cancels:

\[
\zeta_{\rm ex}(c)=-\frac{6(2l_c+1)}{\lambda_a}\sum_kw_k\Big\{(\lambda_a+\lambda_c-\lambda_k)\big[kN^{k-2}-(k+1)N^k\big]-(\lambda_a+\lambda_k-\lambda_c)V^{k-1}\Big\}. \tag{13}
\]

For \(k=0\), which requires \(l_c=l\), the coefficients of \(N^{-2}\) and \(V^{-1}\) are both zero. For \(k=1\) the integral \(N^{-1}\) occurs; it converges because \(\rho\propto r^{l+l_c+2}\) near the origin. The Blume-Watson constant is

\[
\zeta_c=\frac{\alpha^2}{2}Z\langle r^{-3}\rangle-\sum_c2(4l_c+2)M^0(a,c)+\sum_c\zeta_{\rm ex}(c), \tag{14}
\]

and an effective charge is defined by \(Z_{\rm eff}=\zeta_c/(\tfrac{\alpha^2}2\langle r^{-3}\rangle)=Z-S_{\rm d}-S_{\rm ex}\). For one valence electron the levels lie at \(\zeta_cl/2\) and \(-\zeta_c(l+1)/2\), so \(E_{l+1/2}-E_{l-1/2}=\zeta_c(l+\tfrac12)\).

*Core s shell.* Only \(k=l\) occurs, \(w_l=\tfrac12\int P_l^2dx=1/(2l+1)\), \(\lambda_c=0\), \(\lambda_k=\lambda_a\). The first coefficient is 0 and the second \(2\lambda_a\), so \(\zeta_{\rm ex}=12V^{l-1}/(2l+1)\). This is \(4V^0\) for a p electron and \(\tfrac{12}5V^1\) for a d electron.

*p outside p.* Here \(\lambda_a=\lambda_c=2\) and the prefactor is \(-9\). For \(k=0\), \(w_0=\tfrac12\int x^2dx=\tfrac13\) and the brace is \(4(-N^0)\), contributing \(12N^0\). For \(k=2\), \(w_2=\tfrac12\int x^2\tfrac12(3x^2-1)dx=\tfrac12(\tfrac35-\tfrac13)=\tfrac2{15}\), \(\lambda_k=6\), and the brace is \(-2(2N^0-3N^2)-6V^1\). Multiplied by \(-9\cdot\tfrac2{15}=-\tfrac65\) it contributes \(\tfrac{24}5N^0-\tfrac{36}5N^2+\tfrac{36}5V^1\). The total is

\[
\zeta_{\rm ex}=\tfrac15\big(84N^0-36N^2+36V^1\big). \tag{15}
\]

*d outside p.* Here \(\lambda_a=6\), \(\lambda_c=2\) and the prefactor is \(-3\). The recurrence \(xP_2=(3P_3+2P_1)/5\) gives \(w_1=\tfrac25\cdot\tfrac13=\tfrac2{15}\) and \(w_3=\tfrac35\cdot\tfrac17=\tfrac3{35}\). For \(k=1\) both coefficients are 6, and the term is \(-3\cdot\tfrac2{15}\cdot6\,(N^{-1}-2N^1-V^0)=-\tfrac{12}5(N^{-1}-2N^1-V^0)\). For \(k=3\), \(\lambda_k=12\), the coefficients are \(-4\) and 16, and the term is \(-\tfrac9{35}[-4(3N^1-4N^3)-16V^2]=\tfrac1{35}(108N^1-144N^3+144V^2)\). With \(\tfrac{24}5+\tfrac{108}{35}=\tfrac{276}{35}\),

\[
\zeta_{\rm ex}=-\tfrac{12}5N^{-1}+\tfrac{276}{35}N^1-\tfrac{144}{35}N^3+\tfrac{12}5V^0+\tfrac{144}{35}V^2. \tag{16}
\]

*Sign.* Two cases show that it is not fixed. Take an s shell with \(R_c>0\) decreasing everywhere and a nodeless \(R_a>0\). Then \(\rho>0\), \(y_l>0\), \(R_c'<0\), so \(V^{l-1}<0\) and exchange adds to the screening. Next apply (15) with \(R_a=R_c=R\), which gives the action of \(F\) within a p shell of the core itself. Since \(RR'=\tfrac12(R^2)'\), integration by parts gives \(V^1=-\tfrac12\tfrac{\alpha^2}4\int R^2(y_2+ry_2')\,dr\). The part \(\int R^2y_2=\int\rho\,y_2/r^2\) has inner kernel \(r_2^2/r_1^5\) and outer kernel \(1/r_2^3\), giving \(N^2+N^0\). The other part is \(2N^0-3N^2\) by (12). So \(V^1=-\tfrac32N^0+N^2\), and (15) becomes \(\tfrac15(84-54)N^0=6N^0=6M^0>0\), since \(\rho=P^2\) makes \(N^0=M^0\). Exchange here cancels half of the direct term \(-12M^0\).

The word "screening" is thus a theorem for the direct term only. Exchange is a nonlocal operator whose coefficients depend on \(l\), and its sign has to be computed shell by shell. \(Z_{\rm eff}\) belongs to a particular orbital and is not a property of the core.

The program compares (9) and (13), evaluated by radial quadrature, with (6) evaluated from analytic Gaussian two-electron integrals, for p, d and f shells against s, p, d and f closed shells, including \(a=c\). The largest absolute deviation of any matrix element, divided by \(\alpha^2\), is \(1.5\times10^{-11}\) hartree.

Within the open shell \(F\) is \(\zeta\,\mathbf l\cdot\mathbf s\), and (14) gives the full constant \(\zeta_c\) through radial integrals, with a direct term that always screens and an exchange term whose sign must be computed shell by shell. It remains to see how far \(\zeta_c\) describes several open-shell electrons, to evaluate it for sodium 3p and 3d, and to identify what it leaves out.
